Why adding a PAW partial wave can raise or lower the energy

**Question**

When I raise the plane-wave cutoff in a PAW calculation, the energy goes down, as the variational principle demands. A second partial wave per angular momentum also gives the calculation more freedom. Must the energy then go down as well, so that the data set with the lower energy is the better one? I would like an argument that can be followed on a radial model, with numbers.

**Answer**

No. The cutoff enlarges the trial space of a fixed eigenvalue problem, whereas a new partial wave changes the eigenvalue problem itself. One electron in a fixed potential is enough to show it.

**The model and the two energies**

I use hartree and bohr. For an s wave u(r) with u(0) = u(R) = 0, let

H = −½ d²/dr² + v(r), v(r) = −2 e^(−r)/r, R = 8.

The augmentation sphere has radius r_c = 1. A partial wave φ_i is the regular solution of Hφ_i = ε_iφ_i at a chosen reference energy ε_i. Its pseudo wave φ̃_i is smooth and joins φ_i at r_c in value and slope. The projectors p_i live inside the sphere and obey ⟨p_i|φ̃_j⟩ = δ_ij. The PAW map is

T = 1 + Σ_i (|φ_i⟩ − |φ̃_i⟩)⟨p_i|.

If one evaluates

⟨Tψ̃|H|Tψ̃⟩ / ⟨Tψ̃|Tψ̃⟩,

then Tψ̃ is an ordinary trial function, and the result cannot lie below the true ground energy E₀, whatever the partial waves. I call this the untruncated energy.

PAW in practice uses the one-centre formula instead. With a smooth local potential ṽ that equals v outside the sphere, and H_s = −½ d²/dr² + ṽ, it solves H̃ψ̃ = E S̃ψ̃, where

H̃ = H_s + Σ_ij |p_i⟩ΔH_ij⟨p_j|, ΔH_ij = ⟨φ_i|H|φ_j⟩ − ⟨φ̃_i|H_s|φ̃_j⟩,

S̃ = 1 + Σ_ij |p_i⟩Q_ij⟨p_j|, Q_ij = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩.

One-centre integrals stop at r_c, and kinetic matrix elements are taken as ½∫f′g′ dr.

For a fixed data set with S̃ positive, the lowest eigenvalue is the minimum of ⟨ψ̃|H̃|ψ̃⟩/⟨ψ̃|S̃|ψ̃⟩. A larger nested basis contains every old trial function, so the minimum cannot rise. That is the variational property you see with the cutoff. It concerns H̃ and S̃, not H.

**What the one-centre formula drops**

Take one partial wave, and inside the sphere write

ψ̃ = cφ̃ + η, c = ⟨p|ψ̃⟩, so that Tψ̃ = cφ + η.

Inserting this in the PAW form cancels the c²⟨φ̃|H_s−E|φ̃⟩ terms and leaves

PAW: c²⟨φ|H−E|φ⟩ + 2c⟨η|H_s−E|φ̃⟩ + ⟨η|H_s−E|η⟩.

The untruncated form is

full: c²⟨φ|H−E|φ⟩ + 2c⟨η|H−E|φ⟩ + ⟨η|H−E|η⟩.

Outside the sphere the two agree. Now integrate the cross terms by parts. The surface terms ½ηφ′ and ½ηφ̃′ at r_c are equal and cancel. With χ = (H_s−ε)φ̃, we have (H−E)φ = (ε−E)φ and (H_s−E)φ̃ = χ + (ε−E)φ̃, hence

full − PAW = 2c(ε−E)⟨η|φ−φ̃⟩ − 2c⟨η|χ⟩ + ⟨η|v−ṽ|η⟩.

All three terms vanish if φ̃ represents ψ̃ completely, η = 0. Otherwise their sum has no fixed sign, and the upper bound is lost.

**A case in which adding a wave must raise the energy**

Put the reference energy at the true eigenvalue, ε₁ = E₀. Build ψ̃₀ from φ̃₁ inside the sphere and the true state outside, suitably scaled. Here η = 0, so its PAW form at E₀ equals ⟨ψ|H−E₀|ψ⟩ = 0 for the true state ψ. Its PAW quotient is therefore E₀, and the PAW minimum in a complete smooth basis obeys

E_PAW ≤ E₀.

Equality requires ψ̃₀ to be an eigenfunction. To see when it is, note that the surface terms at r_c cancel again, so that

ΔH_j1 − ε₁Q_j1 = ⟨φ_j|H−ε₁|φ₁⟩ − ⟨φ̃_j|H_s−ε₁|φ̃₁⟩ = −⟨φ̃_j|χ₁⟩.

Inside the sphere this gives

(H̃ − ε₁S̃)φ̃₁ = χ₁ − Σ_j p_j⟨φ̃_j|χ₁⟩ ≡ ρ.

The residual ρ vanishes if χ₁ lies in the span of the projectors. I call such a set matched.

Suppose the one-wave set is mismatched, ρ ≠ 0. Then ψ̃₀ is not stationary, and E_PAW lies strictly below E₀. Now add a second wave and build the two projectors from χ₁ and χ₂. The residual vanishes and E₀ becomes an eigenvalue. If it is the lowest one, that is, if there is no spurious "ghost" level below it, the added wave has raised the energy.

**The sign away from that special case**

Let E = E₀ and δ = E₀ − ε₁. Scale φ and φ̃ to the value a = ψ(r_c) of the normalized true state. Let A be the stationary value of the interior form ∫[½u′² + (v−E)u²]dr at fixed u(r_c) = a, and Ã its PAW counterpart.

Write u = φ + w with w(r_c) = 0. The w-dependent part is

−2δ⟨w|φ⟩ + ⟨w|H−E|w⟩.

It is stationary at w = δGφ, where G = (H−E)⁻¹ with zero boundary value at r_c. Its value there is −2δ²K + δ²K = −δ²K, with K = ⟨φ|G|φ⟩.

In PAW, the part without w is the same, because η = 0 for φ̃. The source is now (H̃−ES̃)φ̃ = ρ − δS̃φ̃. With G̃ = (H̃−ES̃)⁻¹ under the same boundary condition, the w-dependent part becomes

−⟨ρ−δS̃φ̃|G̃|ρ−δS̃φ̃⟩.

Subtracting, with K̃ = ⟨S̃φ̃|G̃|S̃φ̃⟩,

Ã − A = δ²(K − K̃) + 2δ⟨ρ|G̃|S̃φ̃⟩ − ⟨ρ|G̃|ρ⟩.

An eigenvalue occurs where the interior and exterior forms add to zero, since their sum is ½a times the jump in slope at r_c. At fixed a the derivative of this sum with respect to E is minus the norm, here −1. To leading order, therefore,

E_PAW − E₀ ≈ Ã − A.

For a matched set, ρ = 0 and the error is δ²(K − K̃). If the pseudo interior responds less than the true one, K̃ < K, the energy is too high. If it responds more, the energy is too low. For a mismatched set the last term lowers the energy when G̃ is positive, while the term linear in δ can have either sign.

**Numbers**

Inside the sphere ṽ is an even polynomial up to r⁶ that matches v and its first three derivatives at r_c. Each φ_i starts with unit slope at r = 0, and φ̃_i is an odd polynomial up to r⁷ matched in the same way. The second pseudo wave, at ε₂ = 0.5, also receives 0.1 r(1−r²)⁴. The one-wave projector is proportional to χ₁ (matched) or χ₂ (mismatched). The two-wave set uses both, so it is the same completion in either case.

Diagonalization in a piecewise-polynomial basis, with a break at r_c, gives the complete-basis limits. The true energy is E₀ = −0.592468 hartree. PAW errors relative to it, in millihartree, are:

- ε₁ = −0.20: matched +3.727, mismatched +18.792, two waves −0.002.
- ε₁ = −0.55: matched +0.039, mismatched −12.539, two waves 0.000.
- ε₁ = E₀: mismatched −15.959; matched and two waves zero within numerical accuracy.

At ε₁ = −0.20 the second wave lowers the matched energy from −0.588741 to −0.592470 hartree, by 3.73 millihartree (0.101 eV). At ε₁ = −0.55 it raises the mismatched energy from −0.605006 to −0.592468 hartree, by 12.54 millihartree (0.341 eV). In the six sets at ε₁ = −0.20 and −0.55, S̃ is positive and there is one negative level, so neither change comes from a ghost. Among these sets the rise occurs only with the mismatched projector; both matched one-wave sets lie above E₀ and the second wave lowers them. That depends on the pseudo wave, however. Adding −0.8 r(1−r²)⁴ to φ̃₁ at ε₁ = −0.55, with the projector still matched, puts the one-wave energy 0.20 millihartree below E₀, a case of K̃ > K. Nor does a second wave restore the bound: the two-wave set at ε₁ = −0.20 is matched and lies 0.002 millihartree below E₀.

The matched errors follow from the response formula. Solving the interior linear equations at ε₁ = E₀ gives K = 0.32599 and K̃ = 0.30447 per hartree, a difference of 0.02152. For ε₁ = −0.55,

(−0.592468 + 0.55)² × 0.02152 = 3.9 × 10⁻⁵ hartree,

which agrees with the 0.039 millihartree found. For ε₁ = −0.20 the same estimate is 0.1540 × 0.02152 = 3.3 millihartree against 3.7, so higher orders in δ are visible there. Most of the gap comes from using K and K̃ of ε₁ = E₀: evaluated at ε₁ = −0.20, K − K̃ = 0.0246 per hartree, and 0.1540 × 0.0246 = 3.79 millihartree against the 3.73 found.

Mismatch does not always lower the energy: at ε₁ = −0.20 it gives the largest positive error in the list. The inequality E_PAW ≤ E₀ was proved for ε₁ = E₀, and far from that point the term linear in δ can outweigh the others. For this set the three terms of the response formula, in order, are −12.5 + 61.4 − 28.5 = +20.4 millihartree, close to the 18.8 found.

The dropped terms show where the bound fails. For the mismatched state at ε₁ = −0.55, normalized with S̃, they are, in the order of the formula,

0.000118 + 0.030424 − 0.001216 = 0.029326 hartree.

The overlap of η with χ₁ dominates. Restoring these terms puts the untruncated energy of that same state above its PAW energy. For the matched state at ε₁ = −0.20 the middle term vanishes, because χ₁ is proportional to p and ⟨p|η⟩ = c − c⟨p|φ̃⟩ = 0, and the sum is −0.001712 − 0.001098 = −0.002810 hartree, so there the truncation had made the energy too high.

**The cutoff and the partial waves together**

The radial counterpart of a plane-wave basis is sin(nπr/R). For ε₁ = −0.55, the energies in hartree are:

- 8 sines: one mismatched wave −0.457560, two waves −0.521842.
- 12 sines: −0.576497 and −0.586900.
- 16 sines: −0.602638 and −0.592151.
- 64 sines: −0.605006 and −0.592468.

Each sequence falls, as it must. The one-wave sequence passes below E₀ between 12 and 16 sines and goes on falling towards its own limit. The effect of the second wave changes sign on the way: it lowers the energy with 12 sines and raises it with 16. A test of partial waves at an unconverged cutoff can thus give the wrong sign for the converged change.

The untruncated energy with 12 sines is −0.585540 hartree for the mismatched wave and −0.586902 for two waves, both above E₀. In a complete smooth basis it equals E₀ whenever T is invertible, which for one wave means ⟨p|φ⟩ ≠ 0.

So a lower energy does not identify the better data set. The dropped terms vanish when the partial waves represent ψ̃ completely. At a converged cutoff, therefore, check whether the energy settles as partial waves are added, whichever way it moves, with S̃ positive and no ghost levels. A single small change is not yet proof of convergence. Wherever the one-wave energy was in error in these examples, the second wave moved it towards E₀, but nothing above proves that every added wave must do so.
